# The Clausius-Mossotti polarization catastrophe of hydrogenic donors

## Problem

Neutral donors of density $n$ are embedded in an insulating host of static dielectric constant $\epsilon_h$. Each donor binds one electron, described by an isotropic, single-valley effective-mass Hamiltonian with mass $m$ in units of the electron mass. The donors occupy a cubic lattice with one donor per primitive cell. They are treated as point dipoles that respond linearly to a static field. Overlap and exchange between electrons on different donors are neglected, and the temperature is low enough for every donor to be in its 1s ground state.

Use atomic units with Gaussian electrostatics: $\hbar=e=m_e=1$, and a charge $q$ in the host has the potential $q/(\epsilon_h r)$.

1. Find the donor Bohr radius $a$ and the energy scale of the bound electron.
2. Calculate the static polarizability $\alpha$ of one donor.
3. Find the field that acts on a donor when all donors are polarized equally.
4. Derive the dielectric constant $\epsilon$ of the doped crystal, and show that it diverges when $n^{1/3}a\approx0.38$.
5. Could an alternating pattern of dipoles become unstable before the uniform one?
6. Evaluate the result for $m=0.25$ and $\epsilon_h=12$, and judge whether the point-dipole assumption is sound at the critical density.

## Solution

### 1. Length and energy scales

The Hamiltonian of the donor electron is

$$H=-\frac{1}{2m}\nabla^2-\frac{1}{\epsilon_h r}.$$

Put $\mathbf r=a\boldsymbol\rho$. The kinetic term acquires the factor $1/(ma^2)$ and the potential term the factor $1/(\epsilon_h a)$. They are equal if

$$a=\frac{\epsilon_h}{m},\qquad \mathcal E=\frac{1}{\epsilon_h a}=\frac{m}{\epsilon_h^2},$$

and then

$$H=\mathcal E\,H_0,\qquad H_0=-\frac12\nabla_\rho^2-\frac1\rho .$$

This is the hydrogen problem. Its ground state is $\psi_0=e^{-\rho}/\sqrt\pi$ with $H_0\psi_0=-\frac12\psi_0$, so the donor binding energy is $\mathcal E/2=m/(2\epsilon_h^2)$.

The use of a single constant $\epsilon_h$ requires $a$ to be much larger than the atomic spacing of the host. The electron then feels the host only through its mass and its macroscopic screening.

### 2. Polarizability of one donor

Let a field $F$ act along $z$. The electron has charge $-1$, so its potential energy in the field is $+Fz$. In donor units, with $\zeta=z/a$,

$$\frac{Fz}{\mathcal E}=f\zeta,\qquad f=\frac{Fa}{\mathcal E}=\epsilon_h a^2F .$$

We need the energy to second order in $f$, for $f\ll1$. The first-order energy $f\langle\zeta\rangle$ vanishes because $\psi_0$ is even. The first-order change $\psi_1$ of the state therefore obeys

$$\left(H_0+\tfrac12\right)\psi_1=-f\zeta\,\psi_0 .$$

Write $\psi_1=g\psi_0$. In $(H_0+\frac12)(g\psi_0)$, the terms in which $g$ is not differentiated cancel, since $(H_0+\frac12)\psi_0=0$. What remains is

$$-\tfrac12\left(\psi_0\nabla^2g+2\nabla g\cdot\nabla\psi_0\right)
=-\tfrac12\left(\nabla^2g-2\,\frac{\partial g}{\partial\rho}\right)\psi_0,$$

because $\nabla\psi_0=-\hat{\boldsymbol\rho}\,\psi_0$. Hence

$$\nabla^2g-2\frac{\partial g}{\partial\rho}=2f\rho\cos\theta .$$

The right side suggests $g=f(A\rho+B\rho^2)\cos\theta$. For a function $u(\rho)\cos\theta$ the Laplacian is $(u''+2u'/\rho-2u/\rho^2)\cos\theta$. It gives zero for $u=\rho$ and $(2+4-2)\cos\theta=4\cos\theta$ for $u=\rho^2$. The equation becomes

$$4B-2A-4B\rho=2\rho .$$

The terms linear in $\rho$ give $B=-\frac12$, and the constant terms give $A=2B=-1$. Thus

$$\psi_1=-f\zeta\left(1+\frac{\rho}{2}\right)\psi_0 .$$

A multiple of $\psi_0$ could be added without spoiling the equation, but $\psi_1$ must be orthogonal to $\psi_0$. The odd function above already is.

The second-order energy, in units of $\mathcal E$, is

$$E_2=\langle\psi_0|f\zeta|\psi_1\rangle
=-f^2\left\langle\zeta^2\left(1+\frac\rho2\right)\right\rangle
=-f^2\left(\frac{\langle\rho^2\rangle}{3}+\frac{\langle\rho^3\rangle}{6}\right),$$

where the angular average of $\cos^2\theta$ is $1/3$. The moments follow from

$$\langle\rho^k\rangle=4\int_0^\infty\rho^{k+2}e^{-2\rho}\,d\rho=\frac{(k+2)!}{2^{k+1}},$$

so $\langle\rho^2\rangle=3$ and $\langle\rho^3\rangle=15/2$. Therefore

$$E_2=-f^2\left(1+\frac54\right)=-\frac94f^2 .$$

To return to atomic units, multiply by $\mathcal E$ and insert $f=Fa/\mathcal E$:

$$\mathcal E E_2=-\frac94\frac{a^2}{\mathcal E}F^2=-\frac94\,\epsilon_h a^3F^2 .$$

The induced dipole is $p=-\langle z\rangle=-dE/dF$. With the energy written as $-\frac12\alpha F^2$, this is $p=\alpha F$, and

$$\boxed{\alpha=\frac92\,\epsilon_h a^3.}$$

The factor $\epsilon_h$ has a simple origin: screening weakens the attraction to the donor ion, so a given field $F$ displaces the electron further. A finite-difference solution of the radial problem, which does not use $\psi_1$, gives $4.5001\,a^3$ in donor units. The same calculation with $m=0.25$ and $\epsilon_h=12$ inserted directly confirms the scaling with $\epsilon_h a^3$.

### 3. The field acting on a donor

Let $F$ now be the macroscopic field, averaged over a region that contains many donors. Let $\mathbf p$ be the dipole of each donor and $P=np$ the polarization due to the donors alone. The polarization of the host is contained in $\epsilon_h$ and must not be counted again in $P$.

The macroscopic field includes the smoothed field of all the dipoles. A donor feels the actual fields of the other donors instead. Draw a sphere of radius $S$ around the chosen donor, large compared with the donor spacing. Outside it the smooth description is adequate. Inside it, the field of the smooth polarization must be removed and that of the discrete dipoles put in:

$$F_{\rm loc}=F-F_{\rm smooth}+F_{\rm discrete}.$$

**Smooth part.** A uniformly polarized sphere carries the surface charge $P\cos\theta$ and no volume charge. A positive charge on the upper half produces a downward field at the centre, so

$$F_{\rm smooth}=-\frac{1}{\epsilon_h S^2}\int_0^\pi P\cos^2\theta\;2\pi S^2\sin\theta\,d\theta=-\frac{4\pi P}{3\epsilon_h}.$$

The radius drops out. The host has the same dielectric constant inside and outside the sphere, so no further surface charge appears.

**Discrete part.** Dipoles $p$ along $z$ at the positions $(x_j,y_j,z_j)$ produce at the centre the field component

$$F_{\rm discrete}=\frac{p}{\epsilon_h}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.$$

Cubic symmetry makes the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ equal, each being one third of the sum of $r_j^2/r_j^5$. The expression vanishes. The transverse components contain $x_jz_j$ or $y_jz_j$ and cancel between sites related by a half turn about the $z$ axis. Therefore

$$\boxed{F_{\rm loc}=F+\frac{4\pi P}{3\epsilon_h}.}$$

Ewald summation of the dipole fields, with $F=0$ and $\epsilon_h=1$, gives $F_{\rm loc}/(np)=4.1888=4\pi/3$ for the simple cubic, body-centred and face-centred lattices. The cubic symmetry matters. If a simple cubic lattice is stretched by a factor 1.1 along one axis, the factor for dipoles along that axis falls to 3.00.

For randomly placed donors, the local field varies from site to site. Using the Lorentz field for all of them is then a mean-field approximation.

### 4. Dielectric constant and catastrophe

Each dipole is induced by the local field, which itself depends on the dipoles:

$$p=\alpha\left(F+\frac{4\pi n}{3\epsilon_h}p\right).$$

Define the feedback strength

$$x=\frac{4\pi n\alpha}{3\epsilon_h}=\frac{4\pi n}{3}\cdot\frac92a^3=6\pi na^3 .$$

The host constant has cancelled: it increases the polarizability by the same factor by which it weakens the dipole field. It still enters through $a$. Solving for $p$,

$$p=\frac{\alpha F}{1-x},\qquad F_{\rm loc}=\frac p\alpha=\frac{F}{1-x}.$$

The displacement field is $\epsilon F=\epsilon_hF+4\pi np$. Since $4\pi n\alpha=3\epsilon_hx$,

$$\epsilon=\epsilon_h+\frac{3\epsilon_hx}{1-x}
=\epsilon_h\,\frac{1+2x}{1-x}.$$

From this, $\epsilon-\epsilon_h=3\epsilon_hx/(1-x)$ and $\epsilon+2\epsilon_h=3\epsilon_h/(1-x)$. Their ratio is the Clausius-Mossotti relation for donors in a host,

$$\frac{\epsilon-\epsilon_h}{\epsilon+2\epsilon_h}=x=\frac{4\pi n\alpha}{3\epsilon_h}.$$

As the density rises from zero, $\epsilon$ grows and diverges at $x=1$:

$$n_ca^3=\frac{1}{6\pi}=0.05305,\qquad
\boxed{n_c^{1/3}a=(6\pi)^{-1/3}=0.376\approx0.38.}$$

**The dilute limit.** For $x\ll1$,

$$\frac{\epsilon}{\epsilon_h}\approx1+3x=1+18\pi na^3 .$$

This is the response of independent donors. If the local-field correction were dropped altogether, $\epsilon=\epsilon_h(1+3x)$ would hold at every density, and there would be no divergence. The catastrophe comes from the feedback between dipoles, not from a divergence of the single-donor polarizability.

**The approach to the critical density.** Writing $\epsilon/\epsilon_h=3/(1-x)-2$ and using $x=n/n_c$ gives, near $n_c$,

$$\epsilon\approx\frac{3\epsilon_h}{1-n/n_c}.$$

**Meaning of the divergence.** At $x=1$ the equation for $p$ has a nonzero solution even for $F=0$: the dipoles maintain the field that induces them. The energy shows the same thing. Let $U(p)$ be the internal energy needed to give a donor the dipole $p$. In a field, $U-pF=-\frac12\alpha F^2$ with $p=\alpha F$, so $U=p^2/(2\alpha)$. At zero macroscopic field the interaction energy per donor is $-\frac12pF_{\rm loc}$, where the factor $\frac12$ prevents double counting of pairs. The total is

$$W=\frac{p^2}{2\alpha}-\frac12\,\frac{4\pi n}{3\epsilon_h}p^2=\frac{p^2}{2\alpha}(1-x).$$

With the macroscopic field held at zero, the unpolarized state is stable against uniform polarization for $x<1$. For $x>1$ polarization lowers the energy, and the harmonic model sets no limit to its growth. The negative $\epsilon$ that the formula returns for $x>1$ therefore does not describe a stable state. The condition of zero macroscopic field matters for the uniform pattern: in a uniformly polarized doped sphere surrounded by undoped host, $F=-4\pi P/(3\epsilon_h)$ cancels the feedback. For the same sphere in vacuum, $F=-4\pi P/(\epsilon_h+2)$, which for $\epsilon_h>1$ more than cancels it.

There is also a geometric reading. Let $r_s$ be the radius of a sphere whose volume is $1/n$. Then $x=\frac92(a/r_s)^3$, and the catastrophe occurs at $r_s=(9/2)^{1/3}a=1.65\,a$. In donor units, the polarizability then equals the cube of the radius of the sphere available to each donor.

**Sensitivity to the polarizability.** For another isotropic polarizability the condition is $n_c^{1/3}=(3\epsilon_h/4\pi\alpha)^{1/3}$. A 10% larger $\alpha$ lowers $n_c$ by about 9%, but $n_c^{1/3}$ by only about 3%. The number 0.376 belongs to the 1s state of an isotropic Coulomb centre. A short-range central-cell potential, an anisotropic mass or several valleys can change $\alpha$, and then the number changes too.

### 5. Alternating dipole patterns

The dielectric constant describes uniform polarization. A pattern whose dipoles change sign from site to site has no average polarization, yet it can also maintain itself. Suppose that in such a pattern the field at each donor is $\lambda np/\epsilon_h$, parallel to its own dipole. The condition $p=\alpha\lambda np/\epsilon_h$ then gives

$$\frac92\lambda na^3=1,\qquad n^{1/3}a=\left(\frac{2}{9\lambda}\right)^{1/3}.$$

Uniform polarization has $\lambda=4\pi/3$, which reproduces the result of part 4. A larger $\lambda$ means an instability at a lower density.

Consider the patterns in which each step along a primitive lattice vector either keeps or reverses the dipole. The Ewald sums give these largest values:

| Lattice | Uniform $\lambda$ | Largest alternating $\lambda$ |
|---|---:|---:|
| Simple cubic | 4.189 | 5.354 |
| Body-centred cubic | 4.189 | 3.972 |
| Face-centred cubic | 4.189 | 3.615 |

On the simple cubic lattice, the unpolarized state becomes unstable towards an alternating pattern at $n^{1/3}a=0.346$. The corresponding density is $4.189/5.354=0.78$ of $n_c$. The divergence of $\epsilon$ at 0.376 is then a property of the formula for the undistorted state, which has already lost its stability.

On the body-centred and face-centred lattices, none of the patterns considered precedes the uniform instability. Patterns with other wavelengths were not examined, so this comparison does not prove that uniform polarization comes first among all patterns. The face-centred lattice is used for the distances below.

### 6. Numerical example and validity

The values $m=0.25$ and $\epsilon_h=12$ are round model parameters. The donor Bohr radius is

$$a=\frac{12}{0.25}\times0.52918\ \text{Å}=25.4\ \text{Å}.$$

The binding energy $m/(2\epsilon_h^2)$ is $0.0236$ eV. The critical density is

$$n_c=\frac{0.05305}{(25.401\ \text{Å})^3}=3.24\times10^{-6}\ \text{Å}^{-3},$$

or $3.24\times10^{18}\ \text{cm}^{-3}$. The length $n_c^{-1/3}$ is $25.4/0.3758=67.6$ Å.

Iterating the dipole equation, with the numerically calculated polarizability and lattice sum, gives the following values:

| $n/n_c$ | $n^{1/3}a$ | $F_{\rm loc}/F$ | $\epsilon$ |
|---:|---:|---:|---:|
| 0.1 | 0.174 | 1.11 | 16 |
| 0.5 | 0.298 | 2.00 | 48 |
| 0.8 | 0.349 | 5.00 | 156 |
| 0.9 | 0.363 | 10.0 | 336 |

At half the critical density, for example, $\epsilon=12(1+1)/(1-0.5)=48$. Independent donors would give $12(1+1.5)=30$, so within the point-dipole model feedback already contributes substantially. The rise is steep in terms of $n^{1/3}a$: between 0.349 and 0.363 the dielectric constant more than doubles.

To judge the point-dipole assumption, compare the neighbour distance with the size of the orbital. A face-centred lattice with cube edge $A$ has $n=4/A^3$ and neighbour distance $d=A/\sqrt2$, so

$$d=\frac{4^{1/3}}{\sqrt2}\,n^{-1/3}=2^{1/6}n^{-1/3}.$$

At $n_c$ this is 75.9 Å, or $R=d/a=2.99$.

The overlap of two 1s orbitals at this distance follows from the coordinates $\xi=(\rho_1+\rho_2)/R$ and $\eta=(\rho_1-\rho_2)/R$, where $\rho_1$ and $\rho_2$ are the distances from the two donors. The volume element is $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. Integration over $\phi$ gives $2\pi$, and that over $\eta$ from $-1$ to $1$ gives $2\xi^2-\frac23$. Thus

$$S_{12}=\frac{R^3}{4}\int_1^\infty\left(2\xi^2-\frac23\right)e^{-R\xi}\,d\xi .$$

With $\int_1^\infty e^{-R\xi}d\xi=e^{-R}/R$ and $\int_1^\infty\xi^2e^{-R\xi}d\xi=e^{-R}(1/R+2/R^2+2/R^3)$,

$$S_{12}=e^{-R}\left(1+R+\frac{R^2}{3}\right)=0.35 .$$

An overlap of 0.35 is not small compared with 1. At the critical density the donors are therefore not well-separated point dipoles, and the neglect of exchange and of electron transfer between them is not justified. Part of each electron cloud also lies inside the clouds of its neighbours, where the field tends to oppose their dipoles, as in the sphere of part 3. This weakens the electrostatic feedback. Electron transfer acts the other way: for two overlapping donors in the spin-singlet state it raises the polarizability along their axis above the point-dipole value, while for parallel spins exchange lowers it. The point-dipole model therefore cannot show that the divergence survives when the orbitals have their real size, nor in which direction $\epsilon$ is changed. The assumption is much better in the dilute regime, where the formula describes the first growth of $\epsilon$.

The condition $n^{1/3}a\approx0.38$ thus has two different standings. Within the linear point-dipole model it is the density at which the uniform dielectric constant diverges. For a real doped semiconductor it does not predict a divergence. It marks a density at which the orbitals already overlap strongly, so that isolated, bound donor electrons are no longer a good starting point. Electron transfer, disorder and the real band structure are left out, and the picture of isolated donors can fail well below this density: at half of $n_c$ the overlap of face-centred neighbours is already 0.22. The model contains no conducting state, so the divergence by itself does not prove that a metal forms there. The calculated values are collected in the numerical output below.

## Numbers as computed

```
<r^2> in 1s state: 3.000 a^2
<r^3> in 1s state: 7.500 a^3
second-order energy / F^2: -2.2500 (donor units)
polarizability, closed form: 4.5000 a^3 (donor units)
polarizability, finite differences: 4.5001 a^3
Lorentz factor 4*pi/3: 4.1888 (dimensionless)
sc field/(n p), uniform: 4.1888; best alternating: 5.3536
bcc field/(n p), uniform: 4.1888; best alternating: 3.9718
fcc field/(n p), uniform: 4.1888; best alternating: 3.6151
sc stretched by 1.1, field/(n p) on long axis: 3.0048
critical n a^3: 0.05305 (dimensionless)
critical n^(1/3) a, closed form: 0.3758 (dimensionless)
critical n^(1/3) a, numerical: 0.3757
sc alternating instability, n^(1/3) a: 0.3462
radius of sphere per donor at n_c: 1.6510 a
model effective mass: 0.25 electron masses
model host dielectric constant: 12.0 (dimensionless)
hydrogen Bohr radius: 0.52918 angstrom
donor Bohr radius a: 25.401 angstrom
donor binding energy: 0.02362 eV
critical density n_c: 3.2372e-06 angstrom^-3
critical density n_c, converted: 3.237e+18 cm^-3
n_c^(-1/3): 67.60 angstrom
fcc neighbour distance at n_c: 75.88 angstrom
fcc neighbour distance at n_c: 2.9873 a
1s overlap of fcc neighbours at n_c: 0.3511
n/n_c = 0.1: n^(1/3) a = 0.1744, F_loc/F = 1.11, eps = 16.0
n/n_c = 0.5: n^(1/3) a = 0.2982, F_loc/F = 2.00, eps = 48.0
n/n_c = 0.8: n^(1/3) a = 0.3488, F_loc/F = 5.00, eps = 156.0
n/n_c = 0.9: n^(1/3) a = 0.3628, F_loc/F = 10.00, eps = 336.1
```
